# Scaled vacuum permittivity and the thickness of a collisionless ion sheath: a numerical check

```python
"""
Result under test: a collisionless Child-law ion sheath has thickness
    s = (2/3) * sqrt(eps * sqrt(2 e/M) * V**1.5 / J),
so eps0 -> 100 eps0 at fixed V and J makes it ten times thicker, while the
Debye length grows tenfold and the plasma frequency falls tenfold.
Symbols: eps permittivity, e elementary charge, M ion mass, V voltage drop,
J ion current density, Te electron temperature in volts, U potential drop
from the sheath edge, mfp ion charge-exchange mean free path.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

e, m_e, eps0 = const.e, const.m_e, const.epsilon_0
M = 39.948 * const.atomic_mass          # argon ion
FACTOR = 100.0
V, J, Te = 200.0, 25.0, 3.0             # V, A/m^2, V
pressure_mTorr, T_gas = 5.0, 300.0
sigma_cx, gap, f_rf = 5e-19, 0.10, 13.56e6   # m^2, m, Hz


def child_thickness(eps):
    return 2 / 3 * np.sqrt(eps * np.sqrt(2 * e / M) * V**1.5 / J)


def poisson_sheath(eps, mfp, n=400, iterations=80):
    """Self-consistent sheath with charge exchange (newborn ions at rest).
    Grid: x/s = q**3. The potential shape u = U/V starts from a straight line,
    which is not the solution."""
    q = np.linspace(0, 1, n + 1)
    dq = q[1]
    xi = q**3
    u = xi.copy()
    scale = eps * V**1.5 * np.sqrt(2 * e / M) / J
    s = np.sqrt(scale)
    q_mid = 0.5 * (q[1:] + q[:-1])
    for _ in range(iterations):
        s_old = s
        root = np.sqrt(np.maximum(u[:, None] - u[None, :], 0))
        decay = np.exp(-np.maximum(xi[:, None] - xi[None, :], 0) * s / mfp)
        born = decay[:, 1:] - decay[:, :-1]
        inverse_speed = 2 / np.maximum(root[:, 1:] + root[:, :-1], 1e-100)
        density = (born * inverse_speed).sum(axis=1)
        density[1:] += decay[1:, 0] / np.sqrt(u[1:])
        charge = density * 3 * q**2
        charge[0] = charge[1]            # finite limit at the sheath edge
        field = np.concatenate(
            ([0], np.cumsum(0.5 * dq * (charge[1:] + charge[:-1]))))
        # Simpson rule for the integral of field d(xi) in each cell
        cell = dq / 6 * 3 * (field[:-1] * q[:-1]**2
                             + 2 * (field[:-1] + field[1:]) * q_mid**2
                             + field[1:] * q[1:]**2)
        u_new = np.concatenate(([0], np.cumsum(cell)))
        s = np.sqrt(scale / u_new[-1])
        u = 0.5 * (u + u_new / u_new[-1])
    assert abs(s / s_old - 1) < 1e-8     # iteration has converged
    return s


def follow_ion(eps):
    """Follow one ion from rest at the edge until the drop reaches V."""
    def rhs(t, y):
        x, v, field, drop = y
        return [v, e * field / M, J / eps, field * v]

    def wall(t, y):
        return y[3] - V
    wall.terminal = True
    run = solve_ivp(rhs, (0, 1e-5), [0, 0, 0, 0], events=wall,
                    max_step=1e-8, rtol=1e-9, atol=1e-14)
    x, v, field, drop = run.y_events[0][0]
    return run.t_events[0][0], x, v, field


u_bohm = np.sqrt(e * Te / M)
n_edge = J / (e * u_bohm)
n_bulk = n_edge * np.exp(0.5)           # Boltzmann drop Te/2 in the presheath


def debye(eps, density):
    return np.sqrt(eps * Te / (e * density))


def plasma_frequency(eps, density):
    return np.sqrt(density * e**2 / (eps * m_e))


def bohm_sheath(eps):
    """Boltzmann electrons and Bohm entry speed, same small edge field for
    every eps; thickness from the point U = Te to the wall."""
    edge_field = 1e-3 * Te / debye(eps0, n_edge)

    def rhs(x, y):
        net = 1 / np.sqrt(1 + 2 * y[0] / Te) - np.exp(-y[0] / Te)
        return [y[1], e * n_edge / eps * net]

    def start(x, y):
        return y[0] - Te

    def wall(x, y):
        return y[0] - V
    wall.terminal = True
    run = solve_ivp(rhs, (0, 1000 * debye(eps, n_edge)), [0, edge_field],
                    events=(start, wall), rtol=1e-9, atol=1e-9)
    return run.t_events[1][0] - run.t_events[0][0]


CELLS, PER_CELL = 64, 50
x_start = (np.arange(CELLS * PER_CELL) + 0.5) / PER_CELL
wave = np.sin(2 * np.pi * x_start / CELLS)


def particle_code(eps_factor, v_start, dt, steps):
    """Periodic electrostatic particle-in-cell code, linear weighting.
    Units: cell width = 1, plasma frequency at true permittivity = 1."""
    x, v = x_start.copy(), v_start.copy()
    k = 2 * np.pi * np.fft.rfftfreq(CELLS)
    k2 = (2 * np.sin(k / 2))**2
    k2[0] = 1.0
    history = np.empty(steps)
    for step in range(steps):
        left = np.floor(x).astype(int)
        w = x - left
        left %= CELLS
        right = (left + 1) % CELLS
        density = (np.bincount(left, 1 - w, CELLS)
                   + np.bincount(right, w, CELLS)) / PER_CELL
        rho_k = np.fft.rfft((1 - density) / eps_factor)
        rho_k[0] = 0
        phi = np.fft.irfft(rho_k / k2, CELLS)
        field = -(np.roll(phi, -1) - np.roll(phi, 1)) / 2
        v -= dt * (field[left] * (1 - w) + field[right] * w)
        x = (x + dt * v) % CELLS
        history[step] = v @ wave
    return np.mean(v**2) / np.mean(v_start**2), history


def measured_frequency(eps_factor):
    dt = 0.05
    h = particle_code(eps_factor, 0.01 * wave, dt, 1000)[1]
    i = np.where(h[:-1] * h[1:] < 0)[0][:2]
    crossing = dt * (i + h[i] / (h[i] - h[i + 1]))
    return np.pi / (crossing[1] - crossing[0])


# Child law against the Poisson iteration and against a followed ion
permittivities = (eps0, FACTOR * eps0)
s1, s2 = [child_thickness(p) for p in permittivities]
p1, p2 = [poisson_sheath(p, np.inf) for p in permittivities]
assert abs(p1 / s1 - 1) < 2e-3 and abs(p2 / s2 - 1) < 2e-3
assert abs(p2 / p1 - 10) < 1e-3
ions = [follow_ion(p) for p in permittivities]
for (t, x, v, field), s in zip(ions, (s1, s2)):
    assert abs(x / s - 1) < 1e-4
    assert abs(t * np.sqrt(2 * e * V / M) / (3 * s) - 1) < 1e-4
    assert abs(field * 3 * s / (4 * V) - 1) < 1e-4
    assert abs(M * v**2 / (2 * e * V) - 1) < 1e-4

# Electrons and entry speed; the fixed edge field makes the ratio inexact
b1, b2 = [bohm_sheath(p) for p in permittivities]
assert abs(b2 / b1 / 10 - 1) < 2e-3

# Charge exchange: frequent-collision law (corrections of order mfp/s)
short = 0.02 * s1
c_short = poisson_sheath(eps0, short)
law = (2 / 3 * (5 / 3)**1.5 * eps0 * np.sqrt(2 * e * short / (np.pi * M))
       * V**1.5 / J)**0.4
assert abs(c_short / law - 1) < 0.06
n_gas = pressure_mTorr * 1e-3 * const.torr / (const.k * T_gas)
mfp = 1 / (n_gas * sigma_cx)
c1, c2 = [poisson_sheath(p, mfp) for p in permittivities]
assert FACTOR**0.4 < c2 / c1 < 10

# Resolution: frequency, time-step stability and coarse-grid heating
w1, w2 = measured_frequency(1.0), measured_frequency(FACTOR)
assert abs(w1 - 1) < 0.01 and abs(w2 - 0.1) < 0.001
thermal = 0.1 * np.random.default_rng(1).standard_normal(x_start.size)
thermal -= thermal.mean()
step1, step2 = [particle_code(f, thermal, 2.5, 200)[0] for f in (1, FACTOR)]
assert step1 > 10 and abs(step2 - 1) < 0.05
heat1, heat2 = [particle_code(f, thermal, 0.2, 8000)[0] for f in (1, FACTOR)]
assert heat1 > 1.3 and abs(heat2 - 1) < 0.05

print("INPUTS (rough argon etcher values)")
print(f"voltage drop {V:.0f} V; ion current {J/10:.2f} mA/cm2; Te {Te:.1f} eV")
print(f"pressure {pressure_mTorr:.1f} mTorr; gas temperature {T_gas:.0f} K")
print(f"cross section {sigma_cx*1e4:.1e} cm2; chamber {gap*100:.0f} cm")
print(f"ion mass {M:.4e} kg; eps0 {eps0:.4e} F/m")
print(f"sqrt(2e/M) {np.sqrt(2*e/M):.1f} m/s per sqrt(V)")
print(f"V^(3/2) {V**1.5:.1f} V^1.5; Bohm speed {u_bohm:.0f} m/s")
print(f"edge density {n_edge*1e-6:.3e} cm^-3; bulk {n_bulk*1e-6:.3e} cm^-3")
print("TRUE PERMITTIVITY, then 100 TIMES")
print(f"Child thickness: {s1*1e3:.4f} mm, {s2*1e3:.4f} mm; ratio {s2/s1:.4f}")
print(f"Poisson iteration: {p1*1e3:.4f} mm, {p2*1e3:.4f} mm")
d1, d2 = [debye(p, n_bulk) for p in permittivities]
f1, f2 = [plasma_frequency(p, n_bulk) for p in permittivities]
print(f"bulk Debye length: {d1*1e6:.2f} um, {d2*1e6:.2f} um")
print(f"thickness / bulk Debye length: {s1/d1:.2f}, {s2/d2:.2f}")
print(f"bulk plasma frequency: {f1:.3e} rad/s, {f2:.3e} rad/s")
print(f"cells of one Debye length in chamber: {gap/d1:.0f}, {gap/d2:.0f}")
print(f"time step 0.2/omega_p: {0.2e12/f1:.2f} ps, {0.2e12/f2:.2f} ps")
print(f"ion transit time: {ions[0][0]*1e9:.1f} ns, {ions[1][0]*1e9:.1f} ns")
print(f"wall field: {ions[0][3]*1e-5:.3f} kV/cm, {ions[1][3]*1e-5:.4f} kV/cm")
q1, q2 = [p * i[3] * 1e5 for p, i in zip(permittivities, ions)]
print(f"wall charge: {q1:.3f} nC/cm2, {q2:.3f} nC/cm2")
E1, E2 = [M * i[2]**2 / (2 * e) for i in ions]
print(f"ion impact energy: {E1:.1f} eV, {E2:.1f} eV")
print("NEGLECTED EFFECTS, same order")
print(f"with electrons and Bohm entry, from U=Te: {b1*1e3:.3f} mm, "
      f"{b2*1e3:.3f} mm; ratio {b2/b1:.3f}")
print(f"change from Child: {100*(b1/s1-1):.1f} %, {100*(b2/s2-1):.1f} %")
print(f"charge-exchange mean free path {mfp*1e3:.2f} mm")
print(f"Child thickness / mean free path: {s1/mfp:.3f}, {s2/mfp:.3f}")
print(f"ions crossing Child thickness without collision: "
      f"{100*np.exp(-s1/mfp):.1f} %, {100*np.exp(-s2/mfp):.1f} %")
print(f"thickness with charge exchange: {c1*1e3:.3f} mm, {c2*1e3:.3f} mm; "
      f"ratio {c2/c1:.3f}")
print(f"frequent-collision limit of ratio {FACTOR**0.4:.3f}")
print(f"frequent-collision check, mfp {short*1e3:.4f} mm: "
      f"solver {c_short*1e3:.4f} mm, law {law*1e3:.4f} mm")
print(f"share of chamber in one sheath: {100*s1/gap:.2f} %, {100*s2/gap:.2f} %")
print(f"13.56 MHz period {1e9/f_rf:.1f} ns; transit/period: "
      f"{ions[0][0]*f_rf:.2f}, {ions[1][0]*f_rf:.2f}")
print("PARTICLE-CODE TESTS (true-permittivity plasma frequency = 1)")
print(f"measured plasma frequency: {w1:.4f}, {w2:.4f}")
print(f"energy growth factor, dt=2.5, 200 steps: {step1:.3g}, {step2:.4f}")
print("coarse grid: cell = 10 Debye lengths, then 1; dt=0.2, 8000 steps")
print(f"energy growth factor on coarse grid: {heat1:.3f}, {heat2:.4f}")
print("PASS")
```

Output:

```
INPUTS (rough argon etcher values)
voltage drop 200 V; ion current 2.50 mA/cm2; Te 3.0 eV
pressure 5.0 mTorr; gas temperature 300 K
cross section 5.0e-15 cm2; chamber 10 cm
ion mass 6.6335e-26 kg; eps0 8.8542e-12 F/m
sqrt(2e/M) 2197.9 m/s per sqrt(V)
V^(3/2) 2828.4 V^1.5; Bohm speed 2692 m/s
edge density 5.797e+10 cm^-3; bulk 9.557e+10 cm^-3
TRUE PERMITTIVITY, then 100 TIMES
Child thickness: 0.9892 mm, 9.8920 mm; ratio 10.0000
Poisson iteration: 0.9892 mm, 9.8920 mm
bulk Debye length: 41.65 um, 416.50 um
thickness / bulk Debye length: 23.75, 23.75
bulk plasma frequency: 1.744e+10 rad/s, 1.744e+09 rad/s
cells of one Debye length in chamber: 2401, 240
time step 0.2/omega_p: 11.47 ps, 114.68 ps
ion transit time: 95.5 ns, 954.8 ns
wall field: 2.696 kV/cm, 0.2696 kV/cm
wall charge: 0.239 nC/cm2, 2.387 nC/cm2
ion impact energy: 200.0 eV, 200.0 eV
NEGLECTED EFFECTS, same order
with electrons and Bohm entry, from U=Te: 1.217 mm, 12.173 mm; ratio 10.000
change from Child: 23.1 %, 23.1 %
charge-exchange mean free path 12.43 mm
Child thickness / mean free path: 0.080, 0.796
ions crossing Child thickness without collision: 92.3 %, 45.1 %
thickness with charge exchange: 0.983 mm, 9.373 mm; ratio 9.535
frequent-collision limit of ratio 6.310
frequent-collision check, mfp 0.0198 mm: solver 0.5609 mm, law 0.5749 mm
share of chamber in one sheath: 0.99 %, 9.89 %
13.56 MHz period 73.7 ns; transit/period: 1.29, 12.95
PARTICLE-CODE TESTS (true-permittivity plasma frequency = 1)
measured plasma frequency: 0.9989, 0.0999
energy growth factor, dt=2.5, 200 steps: 5.25e+04, 0.9959
coarse grid: cell = 10 Debye lengths, then 1; dt=0.2, 8000 steps
energy growth factor on coarse grid: 9.673, 0.9946
PASS
```
